# The fundamental gap of a metal sphere in exact and semilocal theory

## Problem

A neutral metal sphere of radius $R$ contains $N_0$ electrons. Its ionization energy and electron affinity are

$$I=E(N_0-1)-E(N_0),\qquad A=E(N_0)-E(N_0+1).$$

Assume that the highest occupied Kohn-Sham level is partly filled, so that the next electron enters the same level from which one would be removed.

(a) Estimate $I-A$ for large $R$, and show that the spacing of single-particle levels cannot account for it.

(b) Let the mean electron number vary continuously. Find the exact $E(N)$ near $N_0$ and identify the part of the energy functional that supplies $I-A$.

(c) Do the same for a semilocal functional. By how much does its frontier eigenvalue miss $-I$, and what correction removes the error?

(d) Compare the estimate with computed jellium spheres, and examine a closed-shell sphere, for which the assumption fails.

Hartree atomic units are used: lengths are in bohr, energies in hartree, and $e=\hbar=m_e=4\pi\varepsilon_0=1$. The number of added electrons is $x=N-N_0$.

## Solution

### (a) The charging energy

Adding $x$ electrons gives the sphere the charge $-x$. In a conductor at equilibrium this charge sits at the surface, the field inside is zero, and by Gauss's law the field outside has magnitude $|x|/r^2$. In these units the energy density of a field of magnitude $F$ is $F^2/(8\pi)$. The field energy is therefore

$$U(x)=\int_R^\infty \frac{1}{8\pi}\frac{x^2}{r^4}\,4\pi r^2\,dr
=\frac{x^2}{2}\int_R^\infty\frac{dr}{r^2}=\frac{x^2}{2R}.$$

There is also an energy proportional to $x$, the work of bringing electrons into the neutral metal. Call it $-Wx$. For integer $x$ of order one,

$$E(x)\simeq E_0-Wx+\frac{x^2}{2R}. \tag{1}$$

Inserting $x=-1$ and $x=1$ gives

$$I=E(-1)-E_0=W+\frac1{2R},\qquad
A=E_0-E(1)=W-\frac1{2R},$$

and hence

$$\boxed{I-A\simeq\frac1R.} \tag{2}$$

The linear term has cancelled. This matters because $W$ may itself contain terms of order $1/R$. For instance, one might object that a single added electron does not repel itself, and count pairs, $x(x-1)/(2R)$, instead of using $x^2/(2R)$. The two expressions differ by $-x/(2R)$, which is linear in $x$ and leaves (2) unchanged. Thus $W=(I+A)/2$ need not equal the work function of the bulk metal, while the difference $I-A$ is fixed at this order.

The next correction comes from the finite thickness of the surface layer. If the added charge acts as though it sat at radius $R+\delta$, with $\delta$ of a few bohr at most, then

$$I-A\simeq\frac1{R+\delta}\simeq\frac1R-\frac{\delta}{R^2}. \tag{3}$$

The relative correction is $\delta/R$, which vanishes for a large sphere.

Now compare this with the level spacing. For free electrons $N\propto\varepsilon_F^{3/2}$ at fixed volume, where $\varepsilon_F$ is the Fermi energy, so $dN/d\varepsilon_F=3N/(2\varepsilon_F)$. Each spatial orbital holds two electrons. The mean spacing between orbitals is then

$$\Delta_{\rm mean}=2\,\frac{d\varepsilon_F}{dN}=\frac{4\varepsilon_F}{3N}. \tag{4}$$

If $r_s$ is the radius of a sphere holding one electron on average, $N=(R/r_s)^3$. At fixed density $\Delta_{\rm mean}$ therefore falls as $1/R^3$, much faster than $1/R$. This is the typical gap of an irregular grain, whose shape removes the degeneracies. In a perfect sphere the levels are bunched into shells: the gap is zero within a partly filled shell and can be far larger than (4) when a shell is closed.

### (b) Exact theory: a jump of slope

A system with a fractional mean electron number is a statistical mixture of states with integer numbers. Let $p_M$ be the probability of finding $M$ added electrons, with

$$\sum_M p_M=1,\qquad \sum_M p_M M=x.$$

At zero temperature the mixture of lowest energy is realized. With (1) for the integer energies, its energy is

$$E(x)=E_0-Wx+\frac1{2R}\min_{\{p_M\}}\sum_M p_M M^2 .$$

The minimum follows from a property of integers. For every integer $M$, $M(M-1)\ge0$, with equality at $M=0$ and $M=1$. Hence $M^2\ge M$, and

$$\sum_M p_MM^2\ge\sum_M p_MM=x .$$

For $0\le x\le1$ the bound is reached by $p_1=x$, $p_0=1-x$. For $-1\le x\le0$ the inequality $M(M+1)\ge0$ gives the minimum $-x$ in the same way. Together,

$$E_{\rm exact}(x)=E_0-Wx+\frac{|x|}{2R},\qquad -1\le x\le1. \tag{5}$$

The energy consists of two straight pieces. The slope is $-W-1/(2R)=-I$ on the left and $-W+1/(2R)=-A$ on the right. The curvature between integers is zero, and the slope jumps by $1/R$ at $x=0$.

To see which term is responsible, write the energy as

$$E=T_s+\int v_{\rm ext}\,n\,d^3r+E_H+E_{xc},$$

with $T_s$ the kinetic energy of the Kohn-Sham electrons, $v_{\rm ext}$ the external potential, $n$ the density and $E_H$ the Hartree energy. Compare the functional derivatives just above and just below $N_0$:

- The external potential and the Hartree potential depend continuously on the density, so they do not jump.
- The derivative of $T_s$ equals the frontier eigenvalue minus the Kohn-Sham potential of the neutral sphere. Between the two sides it jumps by $\Delta_{\rm KS}=\varepsilon_L-\varepsilon_H$, the difference between the lowest level that can accept an electron and the highest occupied one.
- The remaining jump must come from $E_{xc}$. Call it $\Delta_{xc}$.

Therefore

$$I-A=\Delta_{\rm KS}+\Delta_{xc}. \tag{6}$$

With a partly filled frontier level $\Delta_{\rm KS}=0$, and

$$\Delta_{xc}\simeq\frac1R .$$

The exact exchange-correlation energy has a second task. The Hartree energy of a fractional surface charge is $x^2/(2R)$, yet the total (5) contains $|x|/(2R)$. At this order $E_{xc}$ must supply the difference,

$$\frac{|x|}{2R}-\frac{x^2}{2R}=\frac{|x|(1-|x|)}{2R}. \tag{7}$$

This term cancels the Hartree curvature between integers and creates the kink at $x=0$.

### (c) Semilocal theory: a curvature

A semilocal functional is evaluated on the average density and has no knowledge of the integer mixture. The Hartree term again gives $x^2/(2R)$. The added density is spread over an area $4\pi R^2$ and a thickness $w$, so it is of order $x/(4\pi R^2w)$. A local energy term of second order, with coefficient $K$, contributes

$$\frac K2\left(\frac{x}{4\pi R^2w}\right)^2 4\pi R^2w=\frac{Kx^2}{8\pi R^2w}.$$

This is smaller than the Hartree term by a factor of order $1/R$. The estimate applies to semilocal exchange-correlation and, if shell effects are neglected, to the kinetic energy. It cannot supply the term (7), so

$$E_{\rm sl}(x)\simeq E_0-Wx+\frac{x^2}{2R},\qquad
\frac{d^2E_{\rm sl}}{dx^2}\simeq\frac1R, \tag{8}$$

now for fractional $x$ as well. There is no kink at $x=0$.

| Property | Exact | Semilocal |
|---|---:|---:|
| $I-A$ from integer energies | $1/R$ | $1/R$ |
| slope jump at $N_0$ | $1/R$ | $0$ |
| curvature between integers | $0$ | $1/R$ |

These entries are leading-order results for a partly filled frontier level. At this order both theories give the same $I-A$, although a semilocal functional may have a somewhat different $W$. They differ in the path between the integers, and therefore in their frontier eigenvalues.

The slope of $E_{\rm sl}$ is the frontier eigenvalue $\varepsilon$. The reason is that the orbitals already make the energy stationary at fixed occupations. When an occupation changes slightly, the response of the orbitals contributes nothing at first order, and what remains is the expectation value of the Kohn-Sham Hamiltonian in the frontier orbital. From (8),

$$\varepsilon(x)=\frac{dE_{\rm sl}}{dx}\simeq-W+\frac xR .$$

At the neutral sphere $-\varepsilon(0)\simeq W=(I+A)/2$. The eigenvalue thus lies halfway between $-I$ and $-A$, and

$$I+\varepsilon(0)\simeq\frac1{2R}. \tag{9}$$

For $0\le x\le1$ the semilocal curve lies below the straight line by

$$\frac{x}{2R}-\frac{x^2}{2R}=\frac{x(1-x)}{2R}, \tag{10}$$

which is largest at $x=1/2$, where it equals $1/(8R)$. A scaling correction adds this missing energy. The corrected slope is

$$-W+\frac xR+\frac{1-2x}{2R}=-W+\frac1{2R}=-A,$$

independent of $x$. On the other side, $-1\le x\le0$, the term to add is $-x(1+x)/(2R)$, and the slope becomes

$$-W+\frac xR-\frac{1+2x}{2R}=-W-\frac1{2R}=-I .$$

At leading order the frontier eigenvalue now equals the corresponding energy difference, which is Koopmans compliance. The correction vanishes at integers, so it does not change $I$ or $A$ as obtained from total energies.

### (d) Computed spheres

The jellium model replaces the ions by a uniform positive sphere. The spheres here were solved self-consistently in the local density approximation (LDA), without spin polarization and with spherically averaged occupations. The model leaves out ionic structure, deformation and magnetism, and LDA energies are not exact energies. The comparison therefore concerns the charging law and the shape of $E(N)$. The neglect of spin matters for the open-shell spheres below, whose shells are exactly half filled. If spin polarization is allowed at $r_s=4$, the state with aligned spins is lower, by 0.020 hartree for $N_0=5$ and 0.026 hartree for $N_0=49$. The next electron then enters the level of opposite spin, across a Kohn-Sham gap of 0.027 and 0.011 hartree, and $R(I-A)$ becomes 0.94 and 1.08. The assumption of a partly filled frontier level holds for these spheres only in the unpolarized model.

**Main case.** Take $N_0=49$ and $r_s=4$, with nine electrons in the 1g shell, which can hold eighteen. Then

$$R=4\times49^{1/3}=14.64\ \text{bohr},\qquad \frac1R=0.0683\ \text{hartree}=1.86\ \text{eV}.$$

The total energies give

$$I-A=0.1347-0.0720=0.0627\ \text{hartree}=1.71\ \text{eV},$$

which is 8% below $1/R$. (Halving the grid step and enlarging the grid raises $I$ and $A$ by 0.00004 hartree each and leaves $I-A$ unchanged at the digits shown.) The mean level spacing (4) is

$$\frac{4\times0.1151}{3\times49}=0.0031\ \text{hartree},$$

about one twentieth of $I-A$.

The deficit of 8% can be traced. Let $Q(r)$ be the part of one added electron that lies within radius $r$. Its Hartree contribution to the curvature is

$$\int_0^\infty \frac{Q(r)^2}{r^2}\,dr .$$

If all the added charge lay within $R$, then $Q=1$ outside, and this integral would be at least $1/R$. The computed value is 0.0613 hartree, which is smaller than $1/R$, so some of the added charge must lie outside the positive background. Kinetic and exchange-correlation terms together bring the curvature up to 0.0628 hartree. The net added charge within $R/2$ is $-0.03$ electron. Its small size alone does not demonstrate screening, because a 1g orbital has little density near the centre in any case. Its negative sign means that the inner region loses a little density when an electron is added.

The eigenvalue behaves as in part (c). At $x=0$, $-\varepsilon=0.1032$ hartree, against $(I+A)/2=0.1034$ hartree. It misses $I$ by

$$0.1347-0.1032=0.0316\ \text{hartree}$$

(the last digit reflects unrounded inputs), compared with the estimate $1/(2R)=0.0342$ hartree.

At $x=1/2$ the LDA energy lies 0.0078 hartree below the straight line. The classical estimate $1/(8R)$ is 0.0085 hartree. Using the computed gap in place of $1/R$ gives $0.0627/8=0.0078$ hartree, so most of the difference is the 8% deficit of $I-A$ discussed above.

With LDA integer energies standing in for exact ones, the lowest mixture has a slope jump of 0.0627 hartree. The mixture thus joins the integer energies by straight lines with a kink, while the LDA, evaluated at fractional $N$, joins the same energies by a smooth curve.

**Dependence on size.** In the unpolarized model all spheres in this table have a half-filled frontier shell. The last column is $\delta=1/(I-A)-R$, from (3). For $N_0=5$ the frontier level of the negative ion lies slightly above zero in LDA, by less than 0.01 hartree. The added electron is then held behind a barrier rather than truly bound, so this row describes a metastable state and depends slightly on the extent of the radial grid: extending the grid from 15 to 30 bohr beyond $R$ lowers $I-A$ by 0.0001 hartree, to 0.1164.

| $N_0$ | $r_s$ (bohr) | $R$ (bohr) | $I-A$ (hartree) | $R(I-A)$ | $\delta$ (bohr) |
|---:|---:|---:|---:|---:|---:|
| 5 | 4 | 6.84 | 0.1165 | 0.80 | 1.75 |
| 49 | 2 | 7.32 | 0.1147 | 0.84 | 1.40 |
| 49 | 3 | 10.98 | 0.0812 | 0.89 | 1.34 |
| 49 | 4 | 14.64 | 0.0627 | 0.92 | 1.30 |
| 49 | 5 | 18.30 | 0.0511 | 0.94 | 1.26 |

The first two spheres differ by a factor of about ten in electron number and eight in density, but their radii differ by only 7% and their gaps by 2%. That the gaps are even closer than the radii is an accident of the different values of $\delta$. Down the table $R(I-A)$ moves towards one. The last four rows change the density at fixed $N_0$. At fixed $r_s=4$ the approach is not monotonic, because $\delta$ depends on the open shell: for half-filled shells at $N_0=13$, 19, 27, 37 and 63 it lies between 1.1 and 1.6 bohr.

A power-law fit to these five gaps gives $R^{-0.85}$ rather than $R^{-1}$. A weaker power is expected at these sizes: for constant $\delta$, the local exponent of $1/(R+\delta)$ is

$$\frac{d\ln[1/(R+\delta)]}{d\ln R}=-\frac{R}{R+\delta},$$

which approaches $-1$ when $R\gg\delta$. The computed $\delta$ also decreases down the table, which weakens the fitted power further.

**A closed shell.** At $N_0=58$ and $r_s=4$ the 1g shell is full, and the next electron must enter a higher level. Let $\varepsilon_H$ and $\varepsilon_L$ denote the levels involved in removal and addition. If each eigenvalue varies linearly while its occupation changes by one,

$$I=-\tfrac12[\varepsilon_H(-1)+\varepsilon_H(0)],\qquad
A=-\tfrac12[\varepsilon_L(0)+\varepsilon_L(1)].$$

Subtracting and regrouping gives

$$I-A=[\varepsilon_L(0)-\varepsilon_H(0)]
+\tfrac12\{[\varepsilon_H(0)-\varepsilon_H(-1)]+[\varepsilon_L(1)-\varepsilon_L(0)]\}.$$

The first bracket is the LDA Kohn-Sham gap, and the second term is the mean curvature on the two sides. Numerically,

$$0.0190+0.0594=0.0784\ \text{hartree},$$

in agreement with the total-energy result. Here $1/R=0.0646$ hartree, so the full $I-A$ is 21% above the charging estimate. After subtraction of the shell gap, the remainder is 8% below it, as in the main case. The semilocal $E(N)$ now does have a kink, but it comes from $T_s$ and has the size of the shell gap. In exact theory (6) still holds, with the exact Kohn-Sham gap, which was not computed here.

For orientation, (2) gives 1.44 eV at $R=1$ nm and falls in proportion to $1/R$. For an infinite metal the exact slope jump and the semilocal curvature both vanish. At finite size they are different descriptions of the same charging energy. The remaining digits are in the numerical output below.

## Calculated quantities

```
1/R for R = 1 nm: 1.4400 eV
Main sphere: N0 = 49, rs = 4 bohr, half-filled 1g shell
R = 14.637 bohr = 0.7746 nm
1/R = 0.06832 hartree = 1.859 eV
I = 0.13473 hartree
A = 0.07198 hartree
I - A = 0.06275 hartree = 1.708 eV
R (I - A) = 0.918 (no unit)
(I + A)/2 = 0.10336 hartree
minus frontier eigenvalue at N0 = 0.10316 hartree
I plus frontier eigenvalue = 0.03157 hartree
1/(2R) = 0.03416 hartree
eigenvalue at x = -0.5: -0.13469 hartree
eigenvalue at x = +0.5: -0.07193 hartree
LDA curvature = 0.06276 hartree
slope jump of lowest ensemble = 0.06275 hartree
sag of LDA below the line at x = 0.25: 0.00584 hartree
sag of LDA below the line at x = 0.5: 0.00777 hartree
1/(8R) = 0.00854 hartree
added charge inside R/2 = -0.028 electron
Hartree curvature of added charge = 0.06132 hartree
free-electron Fermi energy = 0.11510 hartree
mean orbital spacing 4 eF/(3N) = 0.00313 hartree
Open-shell spheres:
N0=5, rs=4 bohr, R=6.84 bohr, I-A=0.11647 hartree, R(I-A)=0.797, 1/(I-A)-R=1.75 bohr
N0=49, rs=2 bohr, R=7.32 bohr, I-A=0.11468 hartree, R(I-A)=0.839, 1/(I-A)-R=1.40 bohr
N0=49, rs=3 bohr, R=10.98 bohr, I-A=0.08120 hartree, R(I-A)=0.891, 1/(I-A)-R=1.34 bohr
N0=49, rs=4 bohr, R=14.64 bohr, I-A=0.06275 hartree, R(I-A)=0.918, 1/(I-A)-R=1.30 bohr
N0=49, rs=5 bohr, R=18.30 bohr, I-A=0.05114 hartree, R(I-A)=0.936, 1/(I-A)-R=1.26 bohr
fitted power of R in I - A = -0.850 (no unit)
Closed-shell sphere: N0 = 58, rs = 4 bohr
R = 15.484 bohr
1/R = 0.06458 hartree
I - A = 0.07842 hartree
LDA Kohn-Sham gap = 0.01900 hartree
mean curvature = 0.05938 hartree
I - A minus Kohn-Sham gap = 0.05942 hartree
```
